Barrier and built-in potential of an ideal metal-silicon contact

PROBLEM

A metal with work function Φ_m = 4.8 eV is brought into contact with n-type silicon containing N_D = 1 × 10¹⁶ donors per cm³. The temperature is 300 K and no voltage is applied. In the ideal (Schottky-Mott) model, find

(a) the barrier Φ_B that an electron at the metal's Fermi level must surmount to enter the silicon conduction band;

(b) the built-in potential V_bi, the total band bending inside the silicon;

(c) the thickness of the silicon layer that has lost its electrons.

Data for silicon: electron affinity χ = 4.05 eV; band gap E_g = 1.12 eV; relative permittivity ε_r = 11.7; six equivalent conduction valleys with longitudinal mass m_l = 0.98 and transverse mass m_t = 0.19, in electron masses; donor binding energy 0.045 eV. For holes take one density-of-states mass of 1.00, a round value. The thermal energy is kT = 0.02585 eV.

The ideal model assumes that each surface keeps the work function or affinity it had when free, that no charge sits in electronic states at the silicon surface, and that the image force on an electron near the metal can be ignored. Energies are in eV, potentials in V and lengths in nm.


HINTS

1. Draw both materials far apart, with a common vacuum level. Where does each Fermi level lie? The affinity fixes the conduction edge of silicon, but not its Fermi level.

2. To place the silicon Fermi level, count the conduction electrons as a function of E_C − E_F, and require them to balance the donor charge.

3. Put a thin vacuum gap between the materials and connect them by a wire, so that their Fermi levels agree. The potential difference that appears is shared between the gap and the silicon. What happens to the gap's share as the gap closes?

4. For the field at the silicon surface, multiply Poisson's equation by the slope of the band bending. Both sides can then be integrated.


SOLUTION

1. The levels before contact

Take the vacuum level as the zero of energy. The metal's Fermi level lies at −Φ_m. The silicon conduction edge E_C lies at −χ, and the silicon Fermi level lies lower by

δ = E_C − E_F (in the bulk).

The work function of the silicon is therefore

Φ_s = χ + δ.

Even with χ held fixed, it depends on doping and temperature, through δ.

2. Counting conduction electrons

Near the minimum of one valley the energy is

E = E_C + (ħ²/2)(k_x²/m_t + k_y²/m_t + k_z²/m_l).

If δ is several times kT, the Fermi function reduces to exp[−(E − E_F)/kT]. With two spin states and six valleys, the electron density is

n = 6 · 2 · exp(−δ/kT) ∫ d³k/(2π)³ exp[−(ħ²/2kT)(k_x²/m_t + k_y²/m_t + k_z²/m_l)].

The integral is a product of three Gaussian integrals, each of the form

∫ dk exp(−ħ²k²/2mkT) = (2πmkT)^{1/2}/ħ.

Their product is (2πkT)^{3/2}(m_l m_t²)^{1/2}/ħ³. Dividing by (2π)³ leaves (kT/2πħ²)^{3/2}(m_l m_t²)^{1/2}, so that

n = 2 · 6(m_l m_t²)^{1/2} (kT/2πħ²)^{3/2} exp(−δ/kT).

The factor 6(m_l m_t²)^{1/2} can be written as m_d^{3/2}, which defines the density-of-states mass

m_d = 6^{2/3}(m_l m_t²)^{1/3} = 3.302 × (0.98 × 0.19²)^{1/3} = 1.084 electron masses.

The density then takes the short form

n = N_C exp(−δ/kT), N_C = 2(m_d kT/2πħ²)^{3/2} = 2.832 × 10¹⁹ cm⁻³.

N_C is called the effective density of states. It is the number of states per volume that, if all were placed at the band edge, would hold the same number of electrons.

3. The Fermi level in the silicon bulk

The bulk is neutral. If every donor has given up its electron and holes are negligible, then n = N_D, and

δ = kT ln(N_C/N_D) = 0.02585 eV × ln(2832) = 0.02585 eV × 7.949 = 0.2055 eV.

Three simplifications went into this value, and each can be checked.

Fermi statistics: δ is about eight times kT, so exp(−δ/kT) is about 4 × 10⁻⁴ and the exponential form of the Fermi function is adequate.

Holes: the Fermi level lies 1.12 − 0.21 = 0.91 eV above the valence edge. The hole density is then about 10⁴ cm⁻³, twelve orders of magnitude below N_D.

Neutral donors: suppose that each donor has a single bound level, which can hold one electron in either of two spin states. The ratio of occupied to empty donors is then

2 exp[(E_F − E_donor)/kT] = 2 exp[−(0.2055 − 0.045)/0.02585] ≈ 0.004.

About 0.4 per cent of the donors are neutral. This lowers n by the same fraction and raises δ by about 0.004 kT = 0.0001 eV. Solving the complete neutrality condition, with Fermi statistics, holes and neutral donors, gives 0.2056 eV, in agreement with this estimate. A real donor in silicon has further bound states a little above its ground state, because there are six valleys. These raise the neutral fraction about fourfold and δ by about 0.0004 eV at this doping. More weakly bound excited states add to this and can bring the shift to the order of 0.001 eV.

The silicon work function is therefore

Φ_s = 4.05 + 0.2055 = 4.2555 eV.

4. Charge transfer and the shared potential

Before contact the silicon Fermi level is higher than the metal's by Φ_m − Φ_s = 4.8 − 4.2555 = 0.5445 eV. Once electrons can pass, they go from silicon to metal. The silicon is left positive and the metal becomes negative, which raises the electron energies in the metal relative to those in the silicon bulk. The transfer stops when the two Fermi levels agree.

Keep a vacuum gap of width d for the moment. Just outside the metal, the vacuum level is Φ_m above the common Fermi level. In the silicon bulk, the local vacuum level, defined as E_C + χ, is Φ_s above the same Fermi level. Going from the silicon bulk to the metal surface, the electron energy must therefore rise by Φ_m − Φ_s. One part of the rise, qV_s, occurs within the silicon as band bending; the rest, qV_gap, occurs across the gap:

V_s + V_gap = (Φ_m − Φ_s)/q.

Here q is the positive elementary charge.

5. The field at the silicon surface

Let x be the distance from the silicon surface into the silicon. Let u(x) be the upward band bending in volts, with u = 0 in the bulk and u(0) = V_s. A rise in electron energy is a fall in electrostatic potential φ, so u = −φ. Poisson's equation φ'' = −ρ/ε becomes u'' = ρ/ε, with ε = ε_r ε₀.

Where the bands are raised by u, the electron density is N_D exp(−u/V_T), with V_T = kT/q = 0.02585 V. The donors contribute +qN_D and the electrons −qN_D exp(−u/V_T), so

u'' = (qN_D/ε)[1 − exp(−u/V_T)].

Multiply by u'. The left side is then the derivative of u'²/2, and the right side is the derivative of a function of u. Integrating from the bulk, where u and u' both vanish, to the surface gives

½ u'(0)² = (qN_D/ε)[V_s − V_T(1 − exp(−V_s/V_T))].

When V_s is many times V_T, the exponential can be dropped:

u'(0)² = (2qN_D/ε)(V_s − V_T).

The correction −V_T comes from electrons that spill into the edge of the depleted layer and partly screen the donors there.

Holes have been left out of this charge. They are most numerous at the surface, where, for the barrier found below, the Fermi level is 0.37 eV above the valence edge. Their density there is about 1.5 × 10¹³ cm⁻³, or 0.15 per cent of N_D, so the omission is justified for this contact.

6. Closing the gap

With no charge in surface states, the electric displacement is continuous at the silicon surface. The field in the gap is therefore ε_r times the field just inside the silicon, and

V_gap = d ε_r |u'(0)|.

Since V_gap is not negative, V_s cannot exceed (Φ_m − Φ_s)/q. The integrated Poisson equation then keeps |u'(0)| below a fixed value, whatever the gap. As d → 0, V_gap → 0, and the whole potential difference falls within the silicon:

V_s → V_bi = (Φ_m − Φ_s)/q.

The barrier is the height of the conduction edge at the silicon surface above the common Fermi level. In the bulk that height is δ, and the bending adds qV_s:

Φ_B = δ + qV_bi = δ + Φ_m − (χ + δ) = Φ_m − χ.

The bulk Fermi level has cancelled, so in this model the barrier does not depend on doping.

7. Numbers for (a) and (b)

Φ_B = 4.8 − 4.05 = 0.75 eV (0.02756 hartree).

V_bi = (Φ_B − δ)/q = 0.750 − 0.2055 = 0.5445 V, that is, 0.54 V.

The corresponding energy qV_bi is 0.02001 hartree. To the nearest 0.05 V, the built-in potential is 0.55 V.

The two results answer different questions. An electron at the metal's Fermi level faces a step of 0.75 eV. An electron at the bottom of the conduction band in the silicon bulk already lies 0.21 eV above the Fermi level, so it has 0.54 eV left to climb.

An error in Φ_m or χ passes in full to both results. If χ were 0.05 eV larger, both Φ_B and qV_bi would be 0.05 eV smaller. The third and fourth decimals are kept to compare calculations within the model; they are not a claim about a real contact. Taking m_l = 0.916 instead of 0.98, or allowing for a nonparabolic band, already moves V_bi by about 0.001 V.

8. The depleted layer, part (c)

By Gauss's law, the positive charge per area in the silicon is ε|u'(0)|. Define W as the thickness of a fully depleted layer carrying the same charge:

qN_D W = ε|u'(0)|.

Inserting the surface field for V_s = V_bi gives

W = (ε/qN_D)[(2qN_D/ε)(V_bi − V_T)]^{1/2} = [2ε(V_bi − V_T)/(qN_D)]^{1/2}.

With V_bi − V_T = 0.5445 − 0.0259 = 0.5186 V,

W² = 2 × 11.7 × (8.854 × 10⁻¹² F/m) × 0.5186 V / [(1.602 × 10⁻¹⁹ C)(10²² m⁻³)] = 6.71 × 10⁴ nm²,

W = 259 nm.

This is an equivalent thickness, not a sharp boundary. In this model the electron density rises from 10 to 90 per cent of N_D between about 190 and 330 nm from the surface.

To find the surface field, note that the definition of W² gives qN_D/ε = 2(V_bi − V_T)/W². Hence

|u'(0)| = qN_D W/ε = 2(V_bi − V_T)/W = 2 × 0.5186/259 = 0.0040 V/nm.

A grid solution of Poisson's equation that includes mobile electrons and holes gives the same width and field to the digits shown in the numerical output.

9. Changing the doping

Multiplying N_D by ten lowers δ by kT ln 10 = 0.0595 eV. Since Φ_B is fixed, V_bi rises by 0.0595 V. With all donors taken as ionized, it is 0.485 V at 10¹⁵ cm⁻³ and 0.604 V at 10¹⁷ cm⁻³.

The grid solution takes the shared-potential equation of step 4 as given, so the cancellation of δ is built into it; what it shows is how small the gap drop becomes. With a gap of 0.001 nm, a stand-in for the limit d → 0, it gives 0.7500, 0.7500 and 0.7498 eV at 10¹⁵, 10¹⁶ and 10¹⁷ cm⁻³. The small deficit in the last value is the remaining gap drop. At 10¹⁶ cm⁻³ this drop is 0.001 × 11.7 × 0.0040 ≈ 0.00005 V. At 10¹⁷ cm⁻³ the field is larger by the factor [10 × (0.604 − 0.026)/(0.5445 − 0.026)]^{1/2} ≈ 3.3, which makes the drop about 0.00016 V.

The formula for δ cannot be carried to arbitrarily heavy doping. Between 10¹⁶ and 10¹⁷ cm⁻³ the neutral fraction of the donors grows: the single-level estimate of step 3 gives about 4 per cent at 10¹⁷ cm⁻³, which raises δ by about 0.001 eV, and the further bound states of a real donor make both numbers larger. In addition, as N_D approaches N_C, δ is no longer large compared with kT, and the exponential form of the Fermi function fails. Before that point the donor states already overlap, and the picture of separate bound levels no longer holds.

10. When the ideal barrier fails

The derivation needs the potential drop at the interface to vanish as the surfaces meet. Real surfaces can rearrange their charge on contact, and electronic states at the interface can hold charge. Either effect can leave a dipole layer across which the electron energy rises by qD towards the metal, even at zero gap. The shared-potential equation then reads V_s + D = (Φ_m − Φ_s)/q, so

qV_s = Φ_m − Φ_s − qD,

Φ_B = δ + qV_s = Φ_m − χ − qD.

The barrier and the band bending shift together, and their difference is still δ. A dipole drop of a few tenths of a volt would change the answer substantially. The neglected image force lowers the barrier as well, by about (q|u'(0)|/4πε)^{1/2} in volts: roughly 0.012, 0.022 and 0.04 eV at 10¹⁵, 10¹⁶ and 10¹⁷ cm⁻³. A real barrier therefore depends somewhat on doping even when D = 0. The value 0.75 eV is thus the result for D = 0 without image force, not a prediction for a particular metal on silicon.


VARIATION 1: A GAP THAT STAYS OPEN

The same metal and silicon are connected by a wire but separated by 1 nm of vacuum. Find the band bending and the height of the conduction edge at the silicon surface.

Solution. Combine V_s + V_gap = V_bi with the gap and field formulas of steps 5 and 6:

V_s + d ε_r (2qN_D/ε)^{1/2}(V_s − V_T)^{1/2} = V_bi.

Set s = (V_s − V_T)^{1/2} and g = d ε_r (2qN_D/ε)^{1/2}. Since V_s = s² + V_T,

s² + g s − (V_bi − V_T) = 0.

As s is positive, the required root is

s = ½{−g + [g² + 4(V_bi − V_T)]^{1/2}}.

The closed contact supplies the constant in g, because there |u'(0)| = (2qN_D/ε)^{1/2}(V_bi − V_T)^{1/2}:

(2qN_D/ε)^{1/2} = 0.004005/0.5186^{1/2} = 0.00556 V^{1/2}/nm.

For d = 1 nm this gives g = 11.7 × 0.00556 = 0.065 V^{1/2}, and

s = ½[−0.065 + (0.0042 + 2.0744)^{1/2}] = 0.688 V^{1/2},

V_s = 0.688² + 0.026 = 0.50 V.

The conduction edge at the silicon surface is 0.2055 + 0.4997 = 0.705 eV above the Fermi level. The missing 0.045 eV is the drop across the gap. An electron leaving the metal would also have to cross the vacuum, so 0.705 eV describes the silicon surface and is not the full obstacle to transport.

For small gaps, s is close to (V_bi − V_T)^{1/2}, and the drop is nearly proportional to d:

V_gap ≈ d ε_r × 0.0040 V/nm ≈ 0.047 V × (d/1 nm).

The grid solution follows this approach to the ideal barrier: the surface height is 0.736 eV at 0.3 nm and 0.745 eV at 0.1 nm. At 10 nm it has fallen to 0.45 eV, with more than half of the potential difference across the gap. For gaps so wide that V_s is comparable with V_T, the exponential dropped in step 5 must be restored. At the other end, a gap of 0.1 nm is smaller than an atom. The series there shows a limit of macroscopic electrostatics and does not describe bonding.


VARIATION 2: THE SAME METAL ON p-TYPE SILICON

Replace the donors by 1 × 10¹⁶ acceptors per cm³. Find the barrier for holes and the band bending.

Solution. The counting of step 2, applied to holes with a single mass of 1.00, gives N_V = 2.509 × 10¹⁹ cm⁻³. With all acceptors ionized, the Fermi level lies above the valence edge E_V by

E_F − E_V = kT ln(N_V/N_A) = 0.02585 eV × ln(2509) = 0.2024 eV.

The work function of this silicon is

Φ_s = χ + E_g − (E_F − E_V) = 4.05 + 1.12 − 0.2024 = 4.9676 eV.

It now exceeds that of the metal, so electrons flow from metal to silicon and the bands bend downward towards the metal. The size of the bending is

(Φ_s − Φ_m)/q = 4.9676 − 4.8 = 0.168 V.

The conduction edge at the surface is still Φ_m − χ = 0.75 eV above the Fermi level, since the cancellation in step 6 did not depend on the doping. The valence edge there is lower by E_g, so the hole barrier is

E_g − (Φ_m − χ) = 1.12 − 0.75 = 0.37 eV.

Subtracting the bulk distance gives the bending again: 0.370 − 0.2024 = 0.168 eV. The last digit depends on the round hole mass: a mass of 1.15 would give 0.162 eV.

The built-in potential is less than a third of its n-type value, although the metal and the impurity density are the same. A doping density alone therefore does not determine V_bi; the type of doping must be given as well.

Values computed for the example and the checks

```
metal work function: 4.80 eV
silicon electron affinity: 4.05 eV
silicon band gap: 1.12 eV
temperature: 300 K
donor density: 1.0e+16 cm^-3
longitudinal mass: 0.98 electron masses
transverse mass: 0.19 electron masses
number of valleys: 6
hole density-of-states mass: 1.00 electron masses
relative permittivity: 11.7
donor binding energy: 0.045 eV
thermal energy kT: 0.02585 eV
electron density-of-states mass: 1.084 electron masses
Nc, closed formula: 2.832e+19 cm^-3
Nc, wave-vector integral: 2.832e+19 cm^-3
Nv: 2.509e+19 cm^-3
ratio Nc/Nd: 2832
ln(Nc/Nd): 7.949
bulk depth Ec-EF, formula: 0.2055 eV
bulk depth Ec-EF, full neutrality: 0.2056 eV
silicon work function: 4.2555 eV
ideal electron barrier: 0.750 eV
ideal electron barrier: 0.02756 hartree
built-in potential: 0.5445 V
built-in energy q*Vbi: 0.02001 hartree
change of Vbi per doping decade: 0.0595 V
depletion width, formula: 259.0 nm
depletion width, Poisson grid: 259.0 nm
surface field, formula: 0.00401 V/nm
surface field, Poisson grid: 0.00401 V/nm
gap 10.0 nm: bending 0.2420 V, barrier 0.4475 eV
gap 1.0 nm: bending 0.4997 V, barrier 0.7052 eV
gap 0.3 nm: bending 0.5306 V, barrier 0.7361 eV
gap 0.1 nm: bending 0.5398 V, barrier 0.7453 eV
gap used for the closed-contact limit: 0.001 nm
Nd 1e+15 cm^-3: Vbi 0.4850 V, grid barrier 0.7500 eV
Nd 1e+16 cm^-3: Vbi 0.5445 V, grid barrier 0.7500 eV
Nd 1e+17 cm^-3: Vbi 0.6040 V, grid barrier 0.7498 eV
p-type hole barrier: 0.370 eV
p-type bulk depth EF-Ev: 0.2024 eV
p-type downward bending: 0.1676 V
```
